\section*{When third-voltage biasing wastes less power than half-voltage biasing}

\section{Two small arrays}

Take a crossbar of two word lines and two bit lines, with a cell at each crossing. One cell is to receive the voltage $V$, so its word line is held at $V$ and its bit line at $0$. The other two lines may be left floating or held at chosen voltages; two standard choices of voltage are compared here.

If both are held at $V/2$, the two cells that share a line with the selected one carry $V/2$, and the fourth carries nothing. If instead the other word line is held at $V/3$ and the other bit line at $2V/3$, all three unselected cells carry a voltage of size $V/3$. Let the current grow as the $n$th power of voltage, so that the power in a cell grows as the $(n+1)$th. The wasted powers are then in the ratio
\begin{equation}
\frac{P_{\rm third}}{P_{\rm half}}=\frac{3\,(1/3)^{n+1}}{2\,(1/2)^{n+1}}
=\frac32\left(\frac23\right)^{n+1}=\left(\frac23\right)^{n},
\end{equation}
which is below one for every $n>0$. The third-voltage scheme wins.

Now take ohmic cells, $n=1$, in a $4\times4$ array. Half-voltage biasing puts $V/2$ on 6 cells, and third-voltage biasing puts $V/3$ on all 15 unselected cells. In units of $V^2/R$, with $R$ the cell resistance, the wastes are $6/4=1.50$ and $15/9\approx1.67$. The half-voltage scheme wins. Third-voltage biasing lowers the largest stress but spreads a smaller one over the whole array, and the number of stressed cells grows as the square of the array's side. The theorem says where the balance tips.

\section{Assumptions and theorem}

The array has $N$ word lines and $N$ bit lines, $N\ge2$, and one selected cell. A cell's voltage $v$ is its word-line voltage minus its bit-line voltage, and positive current flows from word line to bit line. The assumptions are these.

(a) The lines have no resistance.

(b) All cells are identical, with the odd current
\begin{equation}
I(v)=I_w\,\mathrm{sgn}(v)\left|\frac{v}{V}\right|^{n},\qquad n>0,
\label{eq:law}
\end{equation}
where $I_w$ is the current at the full voltage $V$.

(c) Wasted power means the static power dissipated in all cells except the selected one. The energy spent in charging the lines is not counted.

(d) The selected word line is at $V$ and the selected bit line at $0$ in both schemes. In the half-voltage scheme all other lines are at $V/2$. In the third-voltage scheme the other word lines are at $V/3$ and the other bit lines at $2V/3$.

\paragraph{Theorem.} Under (a)--(d),
\begin{equation}
\frac{P_{\rm third}}{P_{\rm half}}=\frac{N+1}{2}\left(\frac23\right)^{n+1},
\label{eq:ratio}
\end{equation}
so third-voltage biasing wastes less power if and only if
\begin{equation}
\frac{N+1}{2}<\left(\frac32\right)^{n+1}.
\label{eq:crit}
\end{equation}

\section{Proof}

\paragraph{Lemma 1 (cell voltages).} In the half-voltage scheme $2(N-1)$ unselected cells carry $V/2$ and $(N-1)^2$ carry zero. In the third-voltage scheme all $N^2-1$ unselected cells carry a voltage of magnitude $V/3$.

\emph{Proof.} The unselected cells form three groups: $N-1$ on the selected word line, $N-1$ on the selected bit line, and $(N-1)^2$ on neither. Subtracting line voltages in that order gives, for the half-voltage scheme,
\begin{equation}
V-\frac V2=\frac V2,\qquad \frac V2-0=\frac V2,\qquad \frac V2-\frac V2=0,
\end{equation}
and for the third-voltage scheme
\begin{equation}
V-\frac{2V}3=\frac V3,\qquad \frac V3-0=\frac V3,\qquad \frac V3-\frac{2V}3=-\frac V3 .
\end{equation}
The three groups of the third-voltage scheme together hold
\begin{equation}
2(N-1)+(N-1)^2=(N-1)(2+N-1)=(N-1)(N+1)=N^2-1
\label{eq:count}
\end{equation}
cells. $\square$

\paragraph{Lemma 2 (power of one cell).} A cell at voltage $v$ dissipates $I_wV|v/V|^{n+1}$, whatever the sign of $v$.

\emph{Proof.} The dissipated power is $vI(v)$. Since $v\,\mathrm{sgn}(v)=|v|=V|v/V|$, equation \eqref{eq:law} gives
\begin{equation}
vI(v)=I_w|v|\left|\frac vV\right|^n=I_wV\left|\frac vV\right|^{n+1}.\qquad\square
\end{equation}

This is where oddness enters. The $(N-1)^2$ reverse-biased cells of the third-voltage scheme waste as much each as the forward-biased ones. A cell that blocked reverse current would remove their share, and the theorem would not apply.

\paragraph{Proof of the theorem.} Multiplying the counts of Lemma 1 by the powers of Lemma 2,
\begin{align}
P_{\rm half}&=2(N-1)\,I_wV\left(\frac12\right)^{n+1},\label{eq:ph}\\
P_{\rm third}&=(N-1)(N+1)\,I_wV\left(\frac13\right)^{n+1}.\label{eq:pt}
\end{align}
Because $N\ge2$, the factor $N-1$ is positive and cancels on division, as does $I_wV$. What remains is $\frac{N+1}{2}$ times $(1/3)^{n+1}/(1/2)^{n+1}=(2/3)^{n+1}$, which is \eqref{eq:ratio}. The ratio is below one exactly when \eqref{eq:crit} holds, as multiplying by the positive number $(3/2)^{n+1}$ shows. $\square$

\paragraph{Remark 1 (the limit on size, and on exponent).} Solving \eqref{eq:crit} for $N$, or taking logarithms and solving for $n$, gives
\begin{equation}
N<2\left(\frac32\right)^{n+1}-1,\qquad
n>\frac{\ln[(N+1)/2]}{\ln(3/2)}-1 .
\label{eq:limits}
\end{equation}
For ohmic cells the first condition reads $N<3.5$, which agrees with the $4\times4$ example. As $n\to0$ the bound on $N$ falls towards 2 from above, so for small $n$ only the $2\times2$ array qualifies. Each unit added to $n$ multiplies the limiting value of $N+1$ by $3/2$. At fixed $n$ the half-voltage waste \eqref{eq:ph} grows as $N$ and the third-voltage waste \eqref{eq:pt} as $N^2$, so a large enough array always favours half-voltage biasing on this count.

\paragraph{Remark 2 (ties).} Equality in \eqref{eq:crit} would require $2^n(N+1)=3^{n+1}$. For integer $n\ge1$ the left side is even and the right side odd, so the two schemes never tie. For other $n$ a tie is possible.

\section{A worked array}

Take $V=3.0$~V, $I_w=10$~$\mu$A, $n=8$ and $N=64$. The cell currents are
\begin{equation}
I(V/2)=\frac{10~\mu{\rm A}}{2^8}=39.06~{\rm nA},\qquad
I(V/3)=\frac{10~\mu{\rm A}}{3^8}=1.524~{\rm nA}.
\end{equation}
There are $2\times63=126$ cells at $1.5$~V, or $64^2-1=4095$ cells at $1.0$~V, so
\begin{align}
P_{\rm half}&=126\times1.5~{\rm V}\times39.06~{\rm nA}=7.38~\mu{\rm W},\\
P_{\rm third}&=4095\times1.0~{\rm V}\times1.524~{\rm nA}=6.24~\mu{\rm W}.
\end{align}
The ratio is $0.845$. The criterion agrees: $(N+1)/2=32.5$ lies below $(3/2)^9=38.44$. For comparison, the selected cell itself takes $30$~$\mu$W.

The limit in \eqref{eq:limits} is $2\times38.44-1=75.9$. Adding the cell powers one by one for every $N$ from 2 to 199 confirms it: the third-voltage scheme wins up to $N=75$ and at no larger size in that range. At $N=1024$ with the same cells it wastes $13.3$ times as much as the half-voltage scheme, and it would need $n>14.4$ to win.

The theorem ranks two schemes and does not say that either is the best bias. With the other word lines at $\alpha V$ and the other bit lines at $(1-\alpha)V$, $1/3\le\alpha\le1/2$, the waste is $I_wV[2(N-1)\alpha^{n+1}+(N-1)^2(1-2\alpha)^{n+1}]$. Its derivative vanishes where $\alpha^n=(N-1)(1-2\alpha)^n$. This is also the condition that an unselected line carries no net current, so identical cells on floating lines settle at this minimum. For $N=64$ and $n=8$ it gives $\alpha=0.385$ and a waste of $0.92$~$\mu$W, far below both schemes. With unequal cells the voltages of floating lines depend on the stored pattern.

\section{Which exponent counts}

Real current curves are not pure powers, so it matters where the exponent is measured.

\paragraph{Proposition.} Let $I(v)$ be any odd current that is positive for $v>0$, the other assumptions being kept. Third-voltage biasing wastes less if and only if
\begin{equation}
\frac{N+1}{2}<\frac32\,\frac{I(V/2)}{I(V/3)}=\left(\frac32\right)^{m+1},
\qquad m=\frac{\ln[I(V/2)/I(V/3)]}{\ln(3/2)} .
\label{eq:gen}
\end{equation}

\emph{Proof.} Lemma 1 does not involve the current law, and $vI(v)$ is even because $I$ is odd. Hence
\begin{equation}
P_{\rm half}=2(N-1)\frac V2I(V/2),\qquad P_{\rm third}=(N-1)(N+1)\frac V3I(V/3).
\end{equation}
Dividing $P_{\rm third}<P_{\rm half}$ by the positive quantity $2(N-1)\frac V3I(V/3)$ gives the inequality in \eqref{eq:gen}. The definition of $m$ says that $I(V/2)/I(V/3)=(3/2)^m$, which gives the last form. $\square$

If $I$ is differentiable, $m$ is the mean of the local exponent $d\ln I/d\ln v$ over $\ln v$ between $V/3$ and $V/2$, since the integral of that exponent is $\ln[I(V/2)/I(V/3)]$ and the interval has length $\ln(3/2)$. The current at full voltage does not appear. A nonlinearity quoted as $I(V)/I(V/2)$ therefore does not settle the choice of scheme by itself.

\paragraph{Example: hopping conduction.} Let carriers hop a distance $a$ along the field through an oxide of thickness $d$. The voltage lowers the barrier for forward hops by $qav/2d$ and raises it for backward hops by the same amount. The net rate is the difference of the two Boltzmann factors, so
\begin{equation}
I\propto e^{qav/2kTd}-e^{-qav/2kTd}\propto\sinh\!\left(\frac{uv}{V}\right),\qquad u=\frac{qaV}{2kTd}.
\end{equation}
The thermally activated prefactor is common to all cells and cancels from the power ratio.

Match this curve to the worked cell at $V$ and at $V/2$. Since $\sinh u=2\sinh(u/2)\cosh(u/2)$, the condition is
\begin{equation}
\frac{I(V)}{I(V/2)}=2\cosh\frac u2=2^8,\qquad u=2\,\mathrm{arcosh}(128)=11.09 .
\end{equation}
At $V/3$ the hopping curve gives $6.15$~nA, where the power law gave $1.524$~nA. The half-voltage waste is unchanged, but for $N=64$ the third-voltage waste becomes $4095\times1.0~{\rm V}\times6.15~{\rm nA}=25.2~\mu$W. The ratio is now $3.4$, and the verdict is reversed.

The reason lies in the local exponent of the hyperbolic sine, which with $x=uv/V$ is $x\coth x$. Its derivative, $(\sinh2x-2x)/(2\sinh^2x)$, is positive, so the exponent falls as the voltage falls. Its mean is 8 between $V/2$ and $V$ by construction, but only $4.56$ between $V/3$ and $V/2$. The largest array that favours third-voltage biasing shrinks from 75 to 18. With $a$, $d$ and $V$ held fixed, $u$ varies as $1/T$. If the match above was made at 300~K, then at 358~K $u$ is $9.29$, the mean exponent is $3.82$, and the largest such array has $N=13$.

\section{Unequal cells and regulated rails}

\paragraph{Stored data.} Let cell $(i,j)$ carry the current \eqref{eq:law} multiplied by a strength $s_{ij}$, with the same $n$ for all. Each cell's power is multiplied by its strength, so the counts in the proof become sums:
\begin{equation}
\frac{P_{\rm third}}{P_{\rm half}}=\left(\frac23\right)^{n+1}
\frac{S_{\rm cross}+S_{\rm rest}}{S_{\rm cross}}
=\left(\frac23\right)^{n+1}\left(1+\frac{S_{\rm rest}}{S_{\rm cross}}\right).
\end{equation}
Here $S_{\rm cross}$ sums $s_{ij}$ over the $2(N-1)$ unselected cells on the selected lines, and $S_{\rm rest}$ over the other $(N-1)^2$. Equal strengths give back $1+(N-1)/2=(N+1)/2$.

If strengths lie between $1/r$ and $1$, the bracket is smallest with a strong cross and a weak rest, where it equals $1+(N-1)/2r$. It is largest in the opposite pattern, where it equals $1+(N-1)r/2$. For $r=10$, $N=64$ and $n=8$ the brackets are $4.15$ and $316$, and division by $38.44$ gives power ratios of $0.108$ and $8.2$. With this contrast the two extreme patterns give opposite verdicts for every $N$ from 9 to 749, so the stored pattern can decide the outcome far from the limit of 75.

\paragraph{Linear regulators.} The theorem counts heat in the cells. Suppose that the intermediate voltages come from linear regulators with no current consumption of their own. A regulator that sources current draws the same current from the supply at $V$, and one that sinks current passes it to ground. The lines at each intermediate voltage share one rail.

In the half-voltage scheme the selected word line sends $(N-1)I(V/2)$ into the $V/2$ rail, and the same current leaves that rail for the selected bit line. The rail needs no net current. Apart from the selected cell's own power, the supply delivers $V(N-1)I(V/2)$, which equals $P_{\rm half}$.

In the third-voltage scheme the $2V/3$ rail receives $(N-1)I(V/3)$ from the selected word line and sends $(N-1)^2I(V/3)$ through the reverse-biased cells to the $V/3$ rail. It must therefore source
\begin{equation}
\left[(N-1)^2-(N-1)\right]I(V/3)=(N-1)(N-2)\,I(V/3),
\end{equation}
and the $V/3$ rail must sink the same amount. Apart from the selected cell's own current, the supply at $V$ delivers
\begin{equation}
\left[(N-1)+(N-1)(N-2)\right]I(V/3)=(N-1)^2I(V/3).
\end{equation}
Third-voltage biasing then draws less power if and only if $(N-1)^2I(V/3)<(N-1)I(V/2)$, which for the power law is
\begin{equation}
N-1<\left(\frac32\right)^{n}.
\end{equation}
For $n=8$ the right side is $25.63$, so the largest favourable array has $N=26$. At $N=64$ the third-voltage scheme draws $3.0~{\rm V}\times63^2\times1.524~{\rm nA}=18.1~\mu$W against $7.38~\mu$W.

\section{The model beside a real cell}

The example's values are rough ones, in the regime of an oxide resistive cell whose own nonlinearity serves as selector: a 12~nm oxide between lines 40~nm wide. The verdict for $N=64$ is sensitive to several assumptions. Unequal cells or linear regulators can reverse it, as shown above, and so can a departure from the pure power law. If conduction is by hopping and the curve is matched at $V$ and $V/2$, with every cell taken to be at 300~K, the limit moves from 75 to 18. A match at $V/2$ and $V/3$ would leave it at 75. The matched hop length, $2.29$~nm, is a fitted value and not a measured one. Selectors that switch abruptly with hysteresis have no single curve $I(v)$ and lie outside both the theorem and the proposition.

A leak and the line resistance have smaller effects for these numbers. An ohmic leak of 5~G$\Omega$ in each cell adds $0.2$~nA at $V/3$ and lowers the limit from 75 to 67. It raises the ratio at $N=64$ to $0.95$, and a leak below about $3.3$~G$\Omega$ reverses the verdict. Lines with a resistivity of 8~$\mu\Omega$\,cm, a cross-section of 40~nm by 40~nm and a pitch of 80~nm have $4~\Omega$ per cell. Solving Kirchhoff's laws for $N=64$, with the drive voltages held fixed and the selected cell farthest from the drivers, shows that this cell loses 5 to 6~mV of its 3~V. The power ratio, with line heating included in the waste, moves from $0.845$ to $0.852$. The charging of the lines, left out by assumption (c), is not always small: at roughly 1~fF per line, charging from ground costs of order $0.3$~pJ in either scheme, as much as the static waste of a pulse of 40 to 50~ns. For pulses that short the static comparison does not settle the choice.

For self-heating, let the power $P$ be released uniformly in an oxide of area $A$ and heat conductivity $\kappa$ between electrodes held cold, with no sideways flow. The temperature rise obeys $\kappa\theta''=-P/(Ad)$ and vanishes at both faces, so
\begin{equation}
\theta(x)=\frac{P\,x(d-x)}{2\kappa Ad},\qquad \theta_{\max}=\theta(d/2)=\frac{Pd}{8\kappa A}.
\end{equation}
With $\kappa=1$~W/(m\,K) and $A=(40~{\rm nm})^2$ this is $0.94$~K per $\mu$W: about 28~K in the selected cell and $0.05$~K in a cell at $V/2$. The wasted power thus barely warms the cells that waste it, in this estimate. Current confined to a filament would heat it more. The hopping match above neglects the warming of the selected cell, which can raise its current at $V$ and so lower the fitted $u$. With a rise of 28~K and an activation energy between $0.3$ and $0.6$~eV, the limit falls from 18 to between 17 and 11.

The field at full voltage is $2.5$~MV/cm, about $0.6$ of a rough breakdown field of 4~MV/cm. It falls to $1.25$~MV/cm at $V/2$ and $0.83$~MV/cm at $V/3$. Third-voltage biasing thus lowers the largest stress on any unselected cell, which can be a reason to choose it even where it wastes more power. The price is that the $(N-1)^2$ cells on neither selected line, which carry no field under half-voltage biasing, now carry $0.83$~MV/cm. Most of the values above are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Full voltage 3.0 V, current 10.0 uA, n = 8
Current at V/2: 39.06 nA; at V/3: 1.524 nA
Selected-cell power: 30.0 uW
(3/2)^(n+1) = 38.44; (3/2)^n = 25.63
N = 64: (N+1)/2 = 32.5
Cells at V/2: 126; cells at V/3: 4095
Wasted power, half scheme: 7.383 uW
Wasted power, third scheme: 6.241 uW
Ratio third/half: 0.8454
Limit on N: 75.89; largest winning N: 75
N = 1024: ratio third/half 13.33
N = 1024: exponent needed 14.39
Linear regulators on inner rails:
  half scheme draws 7.383 uW
  third scheme draws 18.15 uW
  largest winning N: 26
Data patterns, strength contrast 10, N = 64:
  ratio, strong row and column: 0.108
  ratio, weak row and column: 8.22
Line resistivity 8.0 uOhm cm, pitch 80 nm
Line width 40 nm, height 40 nm
Resistance per segment: 4.00 Ohm
With line resistance (waste in cells and lines):
  half scheme 7.381 uW
  third scheme 6.289 uW
  ratio third/half 0.8521
  selected-cell voltage loss, half 5.67 mV
  selected-cell voltage loss, third 5.08 mV
Hopping curve with same currents at V and V/2:
  qaV/(2kTd) at 300 K: 11.09
  hop length 2.29 nm, oxide 12 nm
  current at V/3: 6.15 nA
  third-scheme waste, N = 64: 25.18 uW
  ratio third/half, N = 64: 3.41
  mean exponent V/3 to V/2: 4.56
  largest winning N: 18
  at 358.15 K: qaV/(2kTd) = 9.29
  at 358.15 K: mean exponent 3.82
  at 358.15 K: largest winning N 13
Ohmic leak 5 GOhm: 0.200 nA at V/3
  largest winning N with leak: 67
Oxide heat conductivity 1.0 W/(m K), side 40 nm
Thermal resistance to peak: 0.937 K/uW
  peak rise, selected cell: 28.1 K
  peak rise, cell at V/2: 0.0549 K
  peak rise, cell at V/3: 0.00143 K
Oxide field at V: 2.50 MV/cm
Oxide field at V/2: 1.25; at V/3: 0.83 MV/cm
Rough breakdown field 4.0 MV/cm; used 0.62
\end{verbatim}
